Inertial decay of Bragg peaks after sudden loss of restoring forces

**Problem**

A crystal is in thermal equilibrium at temperature T. At t = 0 an intense light pulse changes the electronic state so abruptly that the net force on every atom vanishes, and it stays zero during the time considered. The atoms keep the positions and velocities they had at that instant.

(a) Show that the Bragg intensity at scattering vector Q then falls as

I(Q,t)/I(Q,0) = exp(−Q² v_rms² t²/3),

where v_rms² = ⟨v_x² + v_y² + v_z²⟩ is the thermal mean square velocity.

(b) Evaluate the time constants for the (111) and (220) reflections of InSb at 300 K.

The time constant τ is the time at which the intensity has fallen to 1/e of its value just before the release. Hartree atomic units are used (ħ = 1, electron mass = 1), and main results are also given in femtoseconds. The nuclei are first treated as classical, and the scattering factors are taken as unchanged by the excitation. The inputs are a rounded lattice constant a = 12.24 bohr and the atomic masses 114.818 u for In and 121.760 u for Sb.

**First estimate by scaling**

An atom displaced by u scatters with an extra phase Q·u. The peak is strong while these phases are nearly equal, and it is strongly weakened when they spread over about one radian. Free atoms spread over a distance v_rms t, so the decay time should be

t_est ≈ 1/(Q v_rms).

The initial shape can also be foreseen. Velocities v and −v are equally likely, so a loss linear in t averages to zero and the decay starts as t².

For the numbers, equipartition gives each velocity component the mean kinetic energy k_BT/2, hence

v_rms² = 3k_BT/M.

The two masses of InSb differ by about 6 %. Averaging v_rms² over the two species means averaging the inverse masses:

1/M = (1/M_In + 1/M_Sb)/2, M = 2.1544×10⁵ electron masses.

With k_BT = 9.5004×10⁻⁴ hartree,

v_rms = √(3 × 9.5004×10⁻⁴ / 2.1544×10⁵) = 1.150×10⁻⁴ atomic units.

For a cubic crystal Q = (2π/a)√(h² + k² + l²), so

Q(111) = 2π√3/12.24 = 0.8891 bohr⁻¹,
Q(220) = 2π√8/12.24 = 1.4519 bohr⁻¹.

The estimates are therefore

(111): t_est ≈ 1/(0.8891 × 1.150×10⁻⁴) ≈ 9.8×10³ atomic units ≈ 240 fs,
(220): t_est ≈ 1/(1.4519 × 1.150×10⁻⁴) ≈ 6.0×10³ atomic units ≈ 145 fs.

Scaling cannot fix the numerical factor or the full shape of the curve.

**Exact solution for one atomic mass**

*Free flight.* Without forces the velocity of atom j is constant, so its displacement from its lattice site r_j is

u_j(t) = u_j(0) + v_j t.

*The Bragg part of the intensity.* The scattered amplitude is

A(t) = Σ_j f_j exp[iQ·r_j + iQ·u_j(t)],

with scattering factors f_j. For any random complex number,

⟨|A|²⟩ = |⟨A⟩|² + ⟨|A − ⟨A⟩|²⟩.

The first term is the Bragg intensity. At a reciprocal lattice vector all unit cells contribute to ⟨A⟩ in phase, and the term grows as the square of the number of atoms N. The second term is diffuse scattering. If the displacements of different atoms are independent, it is a sum of N single-atom variances and grows as N. In a crystal the positions before the release are correlated through the long-wave vibrations, so this term can grow somewhat faster than N, but still far more slowly than N². From here on, I means the first term.

*Separation of positions and velocities.* The classical equilibrium distribution is proportional to exp[−(kinetic energy + potential energy)/k_BT]. It is a product of a function of the velocities and a function of the positions, whatever the potential. The average for one atom therefore factorizes:

⟨exp[iQ·u_j(t)]⟩ = ⟨exp[iQ·u_j(0)]⟩ ⟨exp(iQ·v_j t)⟩.

The first factor describes the thermal smearing before the release. It does not depend on time.

*The velocity average.* Let v be the component of v_j along Q. Its distribution is a Gaussian with variance σ² = k_BT/M, so with s = Qt

⟨exp(isv)⟩ = (2πσ²)^(−1/2) ∫ dv exp(−v²/2σ² + isv).

Completing the square in the exponent gives

−v²/2σ² + isv = −(v − isσ²)²/2σ² − s²σ²/2,

as expanding the right side confirms: the cross term is +isv, and the square contributes +s²σ²/2, which cancels the last term. The integrand has no singularity, and in the strip between the real axis and the line Im v = sσ² it vanishes as the real part of v goes to ±∞, so the integration line may be shifted by isσ². The remaining integral equals (2πσ²)^(1/2), and

⟨exp(iQ·v_j t)⟩ = exp(−Q²σ²t²/2).

*The intensity.* With a single mass this factor is the same for all atoms and comes out of the sum:

⟨A(t)⟩ = ⟨A(0)⟩ exp(−Q²σ²t²/2).

Taking the squared modulus doubles the exponent, which removes the 1/2. The three velocity components have equal variance, so σ² = v_rms²/3, and

I(Q,t)/I(Q,0) = exp(−Q² v_rms² t²/3).

This proves (a). Setting the exponent to −1 gives

τ = √3/(Q v_rms) = (1/Q)√(M/k_BT), I(t)/I(0) = exp(−t²/τ²).

The intensity reaches one half when t²/τ² = ln 2, that is, at t = τ√(ln 2).

**Time constants for InSb**

(111): τ = √3/(0.8891 × 1.1502×10⁻⁴) = 1.694×10⁴ atomic units = 410 fs,
(220): τ = √3/(1.4519 × 1.1502×10⁻⁴) = 1.037×10⁴ atomic units = 251 fs.

The half-intensity times are 341 fs and 209 fs.

*Effect of the two masses.* InSb has two sublattices, displaced from each other by (a/4)(1,1,1). The phase between them is

(111): (2π/a)(a/4)(1 + 1 + 1) = 3π/2, phase factor −i,
(220): (2π/a)(a/4)(2 + 2 + 0) = 2π, phase factor 1.

Let g_1 and g_2 be the scattering factors of In and Sb, each multiplied by its thermal factor before the release. They are taken as real and positive. Each sublattice amplitude decays by E_j = exp(−t²/2τ_j²), where τ_j = (1/Q)√(M_j/k_BT). Then

I(111) ∝ |g_1E_1 − i g_2E_2|² = g_1²E_1² + g_2²E_2²,
I(220) ∝ (g_1E_1 + g_2E_2)².

After division by the value at t = 0, the first is a weighted mean of E_1² and E_2², and the second is the square of a weighted mean of E_1 and E_2. At t = τ_1, the time for the lighter In, E_1² equals 1/e while E_2² is still larger, so the intensity is above 1/e. At t = τ_2 it is below 1/e by the same reasoning. The 1/e time must lie between τ_1 and τ_2, whatever the positive weights:

(111): between 404 and 416 fs,
(220): between 247 and 255 fs.

With the electron numbers 49 and 51 as simple scattering factors, the sum over the unit cell gives 410.0 fs and 251.0 fs. The averaged inverse mass gives 409.7 fs and 250.9 fs, so it is fully adequate here.

**Comparison of estimate and solution**

The scaling estimate has the right dependence on Q, M and T, but it is too short by the factor √3:

τ/t_est = √3.

The estimate used the full three-dimensional velocity, whereas motion perpendicular to Q leaves the phase Q·u unchanged. One third of v_rms² belongs to the direction of Q. At t = t_est the law gives exp(−1/3) ≈ 0.72, so most of the intensity is still present.

The ratio of the two time constants is a cleaner prediction than either value, because temperature and mass cancel:

τ(111)/τ(220) = Q(220)/Q(111) = √(8/3) ≈ 1.63.

This separates inertial motion from a different process. If a growing fraction of the crystal simply ceased to diffract while the rest stayed intact, both reflections would lose the same relative intensity at the same time.

**If the forces are weakened but do not vanish**

Consider a model in which each atom vibrates harmonically with frequency ω before t = 0 and with frequency Ω afterwards, about the same site. Along Q,

x(t) = x(0) cos Ωt + [v(0)/Ω] sin Ωt.

Position and velocity are uncorrelated at t = 0. The velocity variance is σ², and classical equipartition gives the position variance σ²/ω². Hence

⟨x²(t)⟩ = (σ²/ω²) cos²Ωt + (σ²/Ω²) sin²Ωt
= σ²/ω² + σ²(1/Ω² − 1/ω²) sin²Ωt.

Since x(t) is a sum of independent Gaussian variables, it is Gaussian. The average found above then gives an intensity proportional to exp(−Q²⟨x²⟩), so

I(t)/I(0) = exp[−Q²σ²(1/Ω² − 1/ω²) sin²Ωt].

Three cases follow.

- For Ω → 0, sin²Ωt/Ω² → t² and sin²Ωt/ω² → 0, which restores the free-flight law.
- For Ω = ω the exponent is zero. Thermal motion by itself causes no decay, because the spreading due to the velocities is balanced by the restoring forces.
- For Ωt ≪ 1 the exponent is −Q²σ²t²(1 − Ω²/ω²). Remaining restoring forces slow the initial decay. If the site has become unstable, Ω² is negative and the decay is faster than free flight.

In this model an initial decay close to free flight indicates that |Ω²| is small compared with ω². A 1/e time close to τ asks for more. Since Q²σ² = 1/τ², the exponent at t = τ is −(1 − Ω²/ω²) sin²(Ωτ)/(Ωτ)², which is near −1 only if |Ω|τ ≪ 1 holds as well. For real Ω the exponent never drops below −1/(Ωτ)², so for Ωτ > 1 the intensity does not fall to 1/e at all.

The two limiting cases were tested on a periodic InSb-like crystal of 512 atoms joined by springs, with random thermal vibrations. With the springs kept, the relative intensity at t = τ is 1.000 for both reflections. With the springs removed it is 0.373 for (111) and 0.371 for (220), against 1/e = 0.368. The excess of 0.005 and 0.003 was not decomposed. The calculation differs from the law in four ways. It includes the diffuse scattering. It keeps the two masses, whose 1/e times found above are slightly longer than τ. It leaves out the uniform translation of the crystal, which lowers the velocity variance of each atom by about 1/512 and so raises the Bragg part at t = τ by about 0.368/512 ≈ 0.0007. And it carries the sampling noise of 600 thermal samples.

**Quantum nuclei**

For a harmonic crystal the Gaussian law survives with quantum nuclei. The thermal state of an oscillator is a mixture of coherent states |α⟩ with weight

P(α) = exp(−|α|²/n)/(πn),

where n is the mean number of quanta. To check this, the probability of finding k quanta is

∫ d²α P(α) exp(−|α|²)|α|^(2k)/k! = n^k/(1 + n)^(k+1),

which is the Boltzmann distribution. The off-diagonal elements vanish on integration over the phase of α. Each coherent state is a Gaussian wave packet. In free flight it remains Gaussian, its width does not depend on α, and its centre is linear in the real and imaginary parts of α. A Gaussian distribution of such centres gives a Gaussian total distribution. The displacement of an atom is a sum over independent modes and is Gaussian too.

The cross term in the variance is t⟨xv + vx⟩. In equilibrium ⟨xv + vx⟩ = d⟨x²⟩/dt = 0, so the variance again grows by t²⟨v²⟩. Cubic site symmetry, as in InSb, makes ⟨v²⟩ the same in all directions.

What changes is the size of v_rms. In an oscillator half the mean energy is kinetic, so k_BT in the velocity variance is replaced by

ε = (ħω/2) coth(ħω/2k_BT).

With coth y ≈ 1/y + y/3 for small y = ħω/2k_BT,

ε ≈ k_BT [1 + (ħω)²/(12(k_BT)²)].

For an atom in a crystal, ω² is averaged over the modes with the squared mode amplitudes on that atom as weights. This average is the diagonal element K/M_j of the dynamical matrix, where K is the force constant felt by atom j when all others are held fixed. The velocity variance is thus multiplied by

1 + ħ²K/(12M_j(k_BT)²).

In the spring crystal, whose highest optical energy at zero wave vector was set to 20 meV, the sum over all modes raises v_rms² by 2.5 %. The expansion gives the same value. Since τ ∝ 1/v_rms, the time constants drop by about 1.2 %, to 405 fs and 248 fs. The spring model is not fitted to InSb, so these figures show only the order of magnitude of the correction and are not refined predictions.

At low temperature coth → 1 and ε → ħω/2. The decay time then approaches a finite value set by zero-point motion, whereas the classical formula would let it grow without limit as T^(−1/2).

**How far free flight can be trusted**

By the time τ the atoms have gained the rms displacement

v_rms τ = √3/Q,

which contains neither temperature nor mass. It is 1.95 bohr for (111) and 1.19 bohr for (220). The bond length is √3a/4 = 5.30 bohr, so these distances are 37 % and 23 % of a bond. Classically, neighbouring atoms have independent velocities, so the change in their relative position is larger by √2, about 52 % and 32 % of a bond. One third of its mean square lies along the bond, so the bond length itself changes by about 30 % and 18 % rms.

Over such distances it is a strong assumption that no forces act, since atoms that approach each other closely will repel. The law is best founded in the early part of the decay. At t = τ/2 the displacements are half as large, and the intensity has already fallen to exp(−1/4) ≈ 0.78. The (220) reflection is the safer test at a given relative intensity, because its larger Q registers smaller displacements.

The values 410 fs and 251 fs are thus the classical inertial time constants of InSb released from equilibrium at 300 K. They leave out the quantum correction to the velocities, any residual force, any heating of the nuclei during the flight, and any delay in the loss of the forces. The numerical output below lists the inputs, the two-mass bounds and the intensities at several times.

Computed results

```
Temperature: 300 K
Thermal energy kT: 9.5004e-04 hartree
Lattice constant (input): 12.24 bohr
Masses In, Sb (input): 114.818, 121.760 u
Effective mass M: 2.1544e+05 electron masses
v_rms (three-dimensional): 1.1502e-04 atomic units
(111) Q: 0.8891 1/bohr
(111) tau (1/e): 16937 atomic units = 409.7 fs
(111) half-intensity time: 341.1 fs
(220) Q: 1.4519 1/bohr
(220) tau (1/e): 10372 atomic units = 250.9 fs
(220) half-intensity time: 208.9 fs
Ratio tau(111)/tau(220): 1.6330
Bond length: 5.300 bohr
(111) rms displacement gained at tau: 1.948 bohr
(111) the same as a fraction of the bond: 0.368
(220) rms displacement gained at tau: 1.193 bohr
(220) the same as a fraction of the bond: 0.225
(111) 1/e time with two masses: 410.0 fs
(111) bounds, all In and all Sb: 403.8, 415.8 fs
(220) 1/e time with two masses: 251.0 fs
(220) bounds, all In and all Sb: 247.3, 254.6 fs
Spring crystal: 512 atoms, 600 thermal samples
Spring crystal optical energy (input): 20 meV
(111) I/I0 at 0.5 tau, crystal and law: 0.7812, 0.7788
(111) I/I0 at 1.0 tau, crystal and law: 0.3726, 0.3679
(111) I/I0 at 1.5 tau, crystal and law: 0.1103, 0.1054
(111) I/I0 at tau with springs kept: 1.0001
(220) I/I0 at 0.5 tau, crystal and law: 0.7802, 0.7788
(220) I/I0 at 1.0 tau, crystal and law: 0.3709, 0.3679
(220) I/I0 at 1.5 tau, crystal and law: 0.1082, 0.1054
(220) I/I0 at tau with springs kept: 1.0003
Quantum/classical v_rms^2, all modes: 1.0248
The same from the expansion: 1.0250
(111) tau with quantum velocities: 404.7 fs
(220) tau with quantum velocities: 247.8 fs
Quantum oscillator energy quantum: 14.14 meV
(111) quantum I/I0 at classical tau, grid and law: 0.35886, 0.35886
(220) quantum I/I0 at classical tau, grid and law: 0.35886, 0.35886
```
